# Exact Heat Flux Through Layered Chip Packages with Harmonic Face Conductivities

## Two half-layers in series

Heat flows straight down from the middle of a silicon die to the middle of the thermal interface material (TIM) beneath it. The path crosses 387.5 µm of silicon, with conductivity 120 W/(m K), and then 25 µm of TIM, with conductivity 4 W/(m K). No heat is released on the way and the flow is steady, so the same flux $J$ crosses both pieces.

Fourier's law gives each piece a temperature drop $J$ times its thickness divided by its conductivity. This quotient is the area resistance. With thickness in µm and conductivity in W/(m K) it comes out directly in K mm²/W, because $10^{-6}$ m² K/W equals 1 K mm²/W. The two pieces have

$$\frac{387.5}{120}=3.229,\qquad \frac{25}{4}=6.250,\qquad 3.229+6.250=9.479 .$$

The TIM is about 6 % of the path and supplies two thirds of the resistance. If the two midpoints are at 72.750 °C and 66.147 °C, the flux is $6.603/9.479=0.6966$ W/mm², or 69.66 W/cm².

Now replace the two materials by one with the length-weighted arithmetic mean conductivity,

$$\frac{387.5\times120+25\times4}{412.5}=112.97\ \text{W/(m K)} .$$

The resistance becomes $412.5/112.97=3.651$ K mm²/W, and the same temperature drop would appear to drive 181 W/cm². The average is dominated by the silicon, whereas the heat must still cross the TIM. In series, resistances add; conductivities do not.

## The face conductivity

A finite-volume method divides the stack into cells, stores one temperature at the centre of each, and computes the flux through the face between neighbours. Let cells P and E have conductivities $k_P$ and $k_E$, and let $d_P$ and $d_E$ be the distances from their nodes to the common face. Flux is counted positive from P to E, which here means from the die towards the cold plate. Three assumptions are made: $k$ is constant within a cell, every material interface lies on a face, and contact between layers is perfect.

Without heating, $J$ is the same all along the path. Integrating $dT=-(J/k)\,dx$ from node to node gives

$$T_P-T_E=J\left(\frac{d_P}{k_P}+\frac{d_E}{k_E}\right).$$

The face conductivity $k_f$ is defined by writing the same flux as if one material filled the gap:

$$J=k_f\,\frac{T_P-T_E}{d_P+d_E}.$$

Inserting the temperature difference and cancelling $J$ leaves

$$k_f=\frac{d_P+d_E}{d_P/k_P+d_E/k_E}. \tag{1}$$

This is the harmonic mean weighted by distance. No Taylor expansion was used, so the thickness of the cells does not matter.

Two limits show what (1) does. If $k_P=k_E$, it returns that common value. If $k_E\to0$, then $k_f\to0$ and an insulating cell stops the heat. The arithmetic mean tends instead to $d_Pk_P/(d_P+d_E)$, so the face of a perfect insulator keeps a finite conductance, and steady heat passes right through an insulator that is a single cell thick between two conducting cells. Two or more insulating cells in a row still block it.

A contact resistance $R_c$ at the face adds a drop $JR_c$. The face resistance is then $d_P/k_P+R_c+d_E/k_E$.

## A whole package with four cells

Take a lidded processor package with these layers:

- silicon die: 775 µm, 120 W/(m K), 6.458 K mm²/W;
- TIM1: 50 µm, 4 W/(m K), 12.500 K mm²/W;
- copper lid: 2000 µm, 390 W/(m K), 5.128 K mm²/W;
- TIM2: 100 µm, 3 W/(m K), 33.333 K mm²/W.

The upper die surface, called the junction, is held at 75 °C and the cold-plate surface at 35 °C. Each layer is one cell. A boundary face has a single half-cell between it and the nearest node, so the five resistances from top to bottom are

$$3.229,\quad 9.479,\quad 8.814,\quad 19.231,\quad 16.667\ \text{K mm}^2/\text{W}.$$

Each cell receives as much heat as it passes on. For the first cell,

$$\frac{75-T_1}{3.229}=\frac{T_1-T_2}{9.479},$$

and the other three cells give similar equations. Together they say that one flux crosses all five resistances. Adding the five drops gives

$$J=\frac{75-35}{57.420}=0.6966\ \text{W/mm}^2=69.66\ \text{W/cm}^2 .$$

Subtracting $J$ times each resistance in turn gives node temperatures of 72.75, 66.15, 60.01 and 46.61 °C. The last half-cell takes a further $0.6966\times16.667=11.61$ K and ends at 35.00 °C, as it must.

The five resistances are the four layer resistances cut at the nodes and regrouped, so their sum is that of the continuous stack:

$$J=\frac{T_{\rm left}-T_{\rm right}}{\sum_i L_i/k_i+\sum R_c}. \tag{2}$$

Cutting the layers into more cells, equal or unequal, regroups the same sum again. This is why the flux is exact on every aligned mesh, apart from rounding.

Interface temperatures follow from the nodes. At the bottom of the die,

$$T_f=T_P-J\frac{d_P}{k_P}=72.75-0.6966\times3.229=70.50\ ^\circ\text{C}.$$

The next two interfaces are at 61.79 °C and 58.22 °C. Computing them from the other side, as $T_E+Jd_E/k_E$, gives the same values.

## The general algorithm

Number the cells $1$ to $N$, with widths $h_i$, conductivities $k_i$ and heating $q_i$ per unit volume. Let $R_i$ be the resistance between nodes $i$ and $i+1$, with $R_0$ and $R_N$ belonging to the two outer surfaces.

1. Split each layer into cells so that every interface is a face.
2. Form the resistances, with any contact resistance added at its face:

$$R_0=\frac{h_1}{2k_1},\qquad R_i=\frac{h_i}{2k_i}+\frac{h_{i+1}}{2k_{i+1}},\qquad R_N=\frac{h_N}{2k_N}.$$

3. Set $g_i=1/R_i$. The steady balance "flux out minus flux in equals heat released" reads

$$g_i(T_i-T_{i+1})-g_{i-1}(T_{i-1}-T_i)=q_ih_i .$$

Collecting the temperatures gives a tridiagonal system:

$$-g_{i-1}T_{i-1}+(g_{i-1}+g_i)T_i-g_iT_{i+1}=q_ih_i. \tag{3}$$

4. At a surface of known temperature, move the known term to the right-hand side. The first row becomes $(g_0+g_1)T_1-g_1T_2=q_1h_1+g_0T_{\rm left}$, and the last row is treated likewise. If the flux $J_0$ entering the left surface is known instead, set $g_0=0$ in the matrix and add $J_0$ to the right-hand side of the first row.
5. Solve (3), then recover the fluxes from $J_i=g_i(T_i-T_{i+1})$. At an outer face of known temperature, that temperature takes the place of the missing $T_0$ or $T_{N+1}$. With a prescribed flux, the surface temperature is $T_1+J_0h_1/(2k_1)$.

## What uniform heating changes

With heating, the flux varies inside a cell and the derivation of (1) no longer applies as it stands. The face fluxes nevertheless remain exact if $q$ is constant in each cell and the node is at its centre.

Let $s$ be the distance from the left face of a cell of width $h$, and let $J_w$ and $J_e=J_w+qh$ be the fluxes at its left and right faces. Inside, $J(s)=J_w+qs$. The true drop over the left half is

$$\int_0^{h/2}\frac{J_w+qs}{k}\,ds=\frac{J_wh}{2k}+\frac{qh^2}{8k}.$$

Over the right half it is

$$\int_{h/2}^{h}\frac{J_w+qs}{k}\,ds=\frac{J_wh}{2k}+\frac{3qh^2}{8k}=\frac{J_eh}{2k}-\frac{qh^2}{8k},$$

where the last step used $J_w=J_e-qh$. The scheme takes the drops to be $J_wh/(2k)$ and $J_eh/(2k)$. The first is too small by $qh^2/(8k)$ and the second too large by the same amount, so the drop across the whole cell is right.

The true fluxes therefore satisfy both the discrete heat balances and the prescribed total temperature difference. No other set does: the balances fix the change of flux across each cell, so a second set could differ from the first only by a constant $c$. Its total drop would differ by $c$ times the total resistance, which forces $c=0$.

The node temperature does change. Face temperatures are right, but the drop from the left face to the node is too small, so

$$T_{\rm node}-T_{\rm true\ centre}=\frac{qh^2}{8k}. \tag{4}$$

Suppose the package flux were released evenly through the die, at 0.8989 W/mm³, with both end temperatures still fixed. With four cells in the die, $h=0.19375$ mm and $k=0.120$ W/(mm K), so the offset is

$$\frac{0.8989\times0.19375^2}{8\times0.120}=0.035\ \text{K}.$$

It can be subtracted if the centre temperature is wanted.

Equations (1) and (4) were compared with solutions that take a polynomial in each layer and impose continuity of flux and temperature at the interfaces, with a temperature drop $JR_c$ wherever there is a contact resistance. The 200 random stacks had two to six layers of about 20 to 2000 µm, conductivities from 1 to about 400 W/(m K), and uneven cells. Half were heated, and many had contact resistances. The largest flux error was $8\times10^{-12}$ of the largest flux in its stack, which is rounding.

## How much resistance the arithmetic mean loses

Write $d=d_P+d_E$. The arithmetic face conductivity is $(d_Pk_P+d_Ek_E)/d$, so its resistance is $d^2/(d_Pk_P+d_Ek_E)$. The resistance lost at the interface is

$$\delta=\frac{d_Pk_E+d_Ek_P}{k_Pk_E}-\frac{d^2}{d_Pk_P+d_Ek_E}.$$

Over the common denominator $k_Pk_E(d_Pk_P+d_Ek_E)$, the numerator is

$$(d_Pk_E+d_Ek_P)(d_Pk_P+d_Ek_E)-d^2k_Pk_E .$$

The product expands to $(d_P^2+d_E^2)k_Pk_E+d_Pd_E(k_P^2+k_E^2)$. Subtracting $(d_P^2+2d_Pd_E+d_E^2)k_Pk_E$ leaves $d_Pd_E(k_P-k_E)^2$. Hence

$$\delta=\frac{d_Pd_E(k_P-k_E)^2}{k_Pk_E(d_Pk_P+d_Ek_E)}\ge0. \tag{5}$$

The arithmetic mean never overstates the resistance. For the lid and TIM2, with one cell each,

$$\delta=\frac{1000\times50\times387^2}{390\times3\times(390000+150)}=16.405\ \text{K mm}^2/\text{W}.$$

The other two interfaces lose 5.828 and 6.121 K mm²/W. The apparent total is $57.420-28.354=29.066$ K mm²/W, and the flux becomes 137.6 W/cm², nearly twice the true value.

With $n$ equal cells per layer, both distances in (5) shrink as $1/n$. The numerator falls as $1/n^2$ and the denominator as $1/n$, so $\delta\propto1/n$. The relative flux error is

$$\frac{J_{\rm arith}}{J}-1=\frac{28.354/n}{57.420-28.354/n}.$$

Setting this to 0.01 gives $n=49.9$, so 50 cells per layer are needed to come within 1 %. The weighted harmonic mean needs one.

## Two other averages

Linear interpolation of $k$ between the nodes, evaluated at the face, gives $S/d$ with $S=d_Ek_P+d_Pk_E$. The nearer node has the larger weight, the reverse of what a series resistance requires. The true resistance is $S/(k_Pk_E)$, so the error is

$$\frac{d^2}{S}-\frac{S}{k_Pk_E}=\frac{d^2k_Pk_E-S^2}{k_Pk_ES}.$$

Its sign can go either way. For equal distances this average coincides with the arithmetic mean and the resistance is too small. For the die and TIM1 as single cells, $S=25\times120+387.5\times4=4550$ in the same units, and the resistance is $412.5^2/4550=37.4$ instead of 9.479 K mm²/W.

The unweighted harmonic mean $2k_Pk_E/(k_P+k_E)$ has resistance $\tfrac12(d_P+d_E)(1/k_P+1/k_E)$. Subtracting $d_P/k_P+d_E/k_E$ leaves

$$\frac{d_E-d_P}{2}\left(\frac1{k_P}-\frac1{k_E}\right).$$

This vanishes for equal distances or equal conductivities. It is positive when the better conductor has the wider cell, as at all three interfaces here.

The table gives the flux in W/cm² for $n$ equal cells per layer, with the end temperatures fixed.

| $n$ | weighted harmonic | arithmetic | interpolated | plain harmonic |
|---|---|---|---|---|
| 1 | 69.66 | 137.62 | 21.89 | 10.56 |
| 4 | 69.66 | 79.47 | 45.08 | 29.03 |
| 16 | 69.66 | 71.88 | 61.30 | 51.60 |
| 64 | 69.66 | 70.20 | 67.37 | 64.06 |

All four columns approach the same flux. The harmonic form alone is not enough: without the distance weights it has the largest flux error in every row but the first, where the arithmetic mean is further off.

## Where the error hides

Each averaging rule assigns one flux to each face, and what leaves one cell enters the next. All four therefore conserve heat, and without sources each gives the same flux at every face. A heat balance cannot reveal the wrong value.

The interface temperature can. Rebuilt from the two sides, it is $T_P-Jd_P/k_P$ and $T_E+Jd_E/k_E$. Under the arithmetic rule $T_P-T_E=J(d_P/k_P+d_E/k_E-\delta)$, so the second value exceeds the first by $J\delta$. With four cells per layer, the bottom of the die is at 69.87 °C seen from the die and 71.03 °C seen from TIM1. Heat would have to flow up a temperature step of 1.16 K. At the lid and TIM2 the step is 3.26 K.

If power is prescribed instead of the junction temperature, conservation fixes the flux and every rule gets it right. The error moves into the temperature. With 69.66 W/cm² entering the die and four cells per layer, the weighted harmonic rule gives a junction at 75.0 °C and the arithmetic rule 70.1 °C, which is too low by 4.9 K. The interpolated and plain harmonic rules give 96.8 °C and 131.0 °C.

## When an interface cuts a cell

Exactness also depends on the mesh. Divide the 2925 µm stack into 50 equal cells of 58.5 µm and give each the conductivity found at its centre. The die then receives 13 cells, TIM1 one, the lid 34 and TIM2 two. The mesh represents TIM1 as 58.5 µm thick and TIM2 as 117 µm thick. The resistance is

$$\frac{760.5}{120}+\frac{58.5}{4}+\frac{1989}{390}+\frac{117}{3}=65.06\ \text{K mm}^2/\text{W},$$

and the flux is 61.48 W/cm², 12 % below the true value. The scheme has solved the wrong stack correctly. The cure is to place faces on the interfaces. For a source-free stack one can instead use the integral of $dx/k$ from node to node as the face resistance, since that is what the derivation of (1) requires.

## The model beside a real package

The thicknesses and conductivities are rough typical values for a large lidded processor. Over a die of 400 mm² the flux amounts to 279 W, which belongs to a high-power part. One-dimensional flow is a strong assumption here, because a real lid is wider than the die. An axisymmetric calculation replaced die and lid by discs of 400 and 1600 mm², kept the die flux at 69.66 W/cm² and held the whole cold-plate surface at 35 °C. The mean junction rise fell from 40.0 K to 29.2 K, with 33.0 K at the centre. Doubling the number of cells in each direction moved these rises by at most about 0.01 K.

Uneven power acts the other way. An extra 100 W/cm² within 1 mm of the die centre adds 8.4 K there in the axisymmetric model. Applying the one-dimensional resistance to that local flux would give 57 K, because it forbids sideways flow.

Three further effects were sized in the one-dimensional model with fixed end temperatures:

- A contact resistance of 2 K mm²/W, a rough value, at each of the four TIM surfaces lowers the flux by 12 %.
- Letting the silicon conductivity vary roughly as $T^{-1.3}$, with $T$ in kelvin and 120 W/(m K) kept at 75 °C, changes the flux by 0.1 %.
- A path of 15 K/W through the board to surroundings at 35 °C would carry 2.7 W, about 1 % of the power.

The resistance of the cold plate and its coolant lies outside the model. At fixed power it would add to the rise of the junction above the coolant temperature.

In two or three dimensions, (1) remains a sound face conductivity for isotropic materials on meshes where the line joining two nodes is normal to their common face. The flux then varies along each face and the one-dimensional proof no longer applies, so mesh refinement is needed, as in the axisymmetric case. On a skewed mesh a flux computed from the two node temperatures alone misses the gradient along the face, and its error need not shrink under refinement. The exactness is also a property of plane layers. For radial flow the half-cell resistances are logarithmic in the radius, and the axisymmetric calculation used that form on its radial faces. The remaining digits are in the numerical output.

## Computed values

```
Layer: thickness um, k W/(m K), resistance K mm2/W
 silicon die: 775, 120, 6.458
 TIM1: 50, 4, 12.500
 copper lid: 2000, 390, 5.128
 TIM2: 100, 3, 33.333
Junction, cold plate: 75.0, 35.0 C
Total resistance: 57.420 K mm2/W
Continuum flux: 69.662 W/cm2
Random stacks, worst relative flux error: 8.0e-12
One cell per layer, three inner faces:
 weighted harmonic k_face: 43.516, 116.291, 54.600 W/(m K)
 weighted harmonic face resistance: 9.479, 8.814, 19.231 K mm2/W
 arithmetic k_face: 112.970, 380.585, 371.571 W/(m K)
 arithmetic face resistance: 3.651, 2.693, 2.826 K mm2/W
 outer half-cell resistances: 3.229, 16.667 K mm2/W
 node temperatures: 72.750, 66.147, 60.007, 46.610 C
 interface temperatures: 70.501, 61.793, 58.221 C
Flux W/cm2 by cells per layer; columns:
 weighted harmonic, arithmetic, interpolated, plain harmonic
 1: 69.662, 137.616, 21.894, 10.555
 4: 69.662, 79.473, 45.075, 29.026
 16: 69.662, 71.881, 61.303, 51.602
 64: 69.662, 70.204, 67.366, 64.057
Arithmetic lost resistance, n=1: 5.828, 6.121, 16.405 K mm2/W
Arithmetic cells per layer for 1% flux error: 50
Arithmetic, n=4, interface temperature from each side:
 die side: 69.867, 61.091, 58.232 C
 plate side: 71.025, 62.307, 61.491 C
Prescribed continuum flux, n=4, junction temperature:
 weighted harmonic: 75.000 C
 arithmetic: 70.062 C
 interpolated: 96.819 C
 plain harmonic: 130.998 C
Die heating: 0.8989 W/mm3
Heated-node offset, n=4: 0.0351 K
Misaligned mesh, 50 cells of 58.5 um: 61.479 W/cm2
Four contacts of 2 K mm2/W: flux change -12.23 %
Silicon k ~ T^-1.3: flux change 0.094 %
Die 400 mm2, lid 1600 mm2, power 278.6 W
Board path 15 K/W to 35 C: 2.67 W, 0.96 %
Rise above plate, 1D: 40.00 K
With lid spreading, die mean, centre: 29.18, 32.98 K
Hot spot, radius 1 mm, extra 100 W/cm2:
 extra centre rise 8.44 K; 1D would give 57.42 K
Mesh shifts of these three rises: -0.0125, -0.0024, -0.0072 K
```
